# Kramers' high-friction escape rate for a polar coordinate

Consider a model region of eight hafnia cells whose polarization reverses over a barrier of 1.2 eV. In its well the region would oscillate, without damping, at an angular frequency of $3.36\times10^{13}\ \mathrm{s^{-1}}$, or about $5.4\times10^{12}$ swings per second. Yet the factor multiplying the Boltzmann exponential in its escape rate is $7.0\times10^{9}\ \mathrm{s^{-1}}$, smaller by a factor of 764. The missing factor is the ratio of damping rate to barrier frequency, and the theorem below shows why.

## Setting and assumptions

Let $Q$ be the polar coordinate, $M$ its mass and $V(Q)$ its potential energy. The algebra uses atomic units, $\hbar=m_e=e=1$, and temperature enters as the energy $kT=1/\beta$. Inside $kT$ the letter $k$ is Boltzmann's constant; standing alone, $k$ is the escape rate.

The potential has a well at $a$, a barrier top at $b$ and a second well at $c$, with $a<b<c$. It falls on $(-\infty,a)$, rises on $(a,b)$ and falls on $(b,c)$. It grows fast enough on the left for $e^{-\beta V}$ to be integrable there, and $V''(a)>0$, $V''(b)<0$. Define

$$\Delta V=V(b)-V(a),\qquad M\omega_0^2=V''(a),\qquad M\omega_b^2=|V''(b)|.$$

The surroundings exert a drag $-\zeta\dot Q$, with $\zeta=M\gamma$, and a random force. The drag has no memory and does not depend on $Q$. The motion is classical, and inertia is negligible, which at the barrier requires $\gamma\gg\omega_b$.

**Theorem.** Let the probability density $P(Q,t)$ obey the Smoluchowski equation

$$\frac{\partial P}{\partial t}=\frac{\partial}{\partial Q}\left\{\frac1\zeta\left[V'P+kT\frac{\partial P}{\partial Q}\right]\right\}. \tag{1}$$

Let $\tau$ be the mean time to reach $c$ from $a$. For $\Delta V\gg kT$ and $V(b)-V(c)\gg kT$, the escape rate $k=1/\tau$ is, to leading order in $kT$,

$$k=\frac{\sqrt{V''(a)\,|V''(b)|}}{2\pi\zeta}\,e^{-\beta\Delta V}
=\frac{\omega_0\omega_b}{2\pi\gamma}\,e^{-\beta\Delta V}. \tag{2}$$

The two forms agree because $\sqrt{V''(a)|V''(b)|}=M\omega_0\omega_b$ and $\zeta=M\gamma$. At given $\zeta$ the mass cancels.

## Lemma 1: the current

**Lemma.** Equation (1) is $\partial_tP=-\partial_QJ$ with

$$J=-D\,e^{-\beta V}\frac{\partial}{\partial Q}\left(e^{\beta V}P\right),\qquad D=\frac{kT}{\zeta}. \tag{3}$$

*Proof.* Without inertia, force balances drag, $-V'-\zeta\dot Q=0$, so the drift velocity is $-V'/\zeta$. Adding diffusion gives $J=-V'P/\zeta-D\,\partial_QP$. In equilibrium $P\propto e^{-\beta V}$ must carry no current. Since then $\partial_QP=-\beta V'P$, we need $-V'/\zeta+D\beta V'=0$, hence $D=kT/\zeta$. This is the current in (1). Expanding the derivative in (3) gives $-D(\beta V'P+\partial_QP)$, which is the same current because $D\beta=1/\zeta$. ∎

## Lemma 2: the mean passage time

**Lemma.** For any barrier height,

$$\tau=\frac1D\int_a^c dy\,e^{\beta V(y)}\int_{-\infty}^y dz\,e^{-\beta V(z)}. \tag{4}$$

*Proof.* Inject systems at $a$ at a steady rate $J$ and remove each on its first arrival at $c$. Then $P(c)=0$. In the steady state the current is $J$ between $a$ and $c$, and zero to the left of $a$, where nothing enters or leaves.

For $Q>a$, (3) gives $\partial_Q(e^{\beta V}P)=-(J/D)e^{\beta V}$. Integrating from $Q$ to $c$, with $P(c)=0$,

$$P(Q)=\frac JD\,e^{-\beta V(Q)}\int_Q^c e^{\beta V(y)}dy .$$

For $Q<a$ the current vanishes, so $e^{\beta V}P$ keeps its value at $a$. Both cases are covered by replacing the lower limit by $\max(Q,a)$.

The population is $N=\int_{-\infty}^cP\,dQ$. Its integration region is $y>a$, $y>Q$. Doing the $Q$ integral first gives $J$ times the right side of (4).

Finally, $N/J$ is the mean passage time. If $S(t)$ is the probability that a system is still present a time $t$ after injection, then $N=J\int_0^\infty S\,dt$. The mean lifetime is $\int_0^\infty t(-\dot S)\,dt=\int_0^\infty S\,dt$ by parts. Thus $N/J=\tau$. ∎

## Lemma 3: a narrow minimum

**Lemma.** Let $U$ have a minimum at $x_0$ with derivatives $U_2>0$, $U_3$, $U_4$ there. Its neighbourhood contributes

$$\int e^{-\beta U}dx=e^{-\beta U(x_0)}\sqrt{\frac{2\pi kT}{U_2}}\left[1+kT\left(\frac{5U_3^2}{24U_2^3}-\frac{U_4}{8U_2^2}\right)+O((kT)^2)\right]. \tag{5}$$

*Proof.* Put $u=\sqrt{\beta U_2}\,(x-x_0)$. The Taylor series becomes

$$\beta U=\beta U(x_0)+\tfrac12u^2+g_3u^3+g_4u^4+\dots,$$

$$g_3=\frac{U_3}{6\beta^{1/2}U_2^{3/2}},\qquad g_4=\frac{U_4}{24\beta U_2^2}.$$

Expanding the small terms in the exponential gives $1-g_3u^3-g_4u^4+\frac12g_3^2u^6+\dots$. Under the weight $e^{-u^2/2}$ odd powers average to zero. Integration by parts gives $\langle u^{n+1}\rangle=n\langle u^{n-1}\rangle$, so $\langle u^4\rangle=3$ and $\langle u^6\rangle=15$. The bracket is therefore $1-3g_4+\frac{15}{2}g_3^2$, which is (5). The prefactor comes from $\int e^{-u^2/2}du=\sqrt{2\pi}$ and $dx=du/\sqrt{\beta U_2}$. ∎

## Proof of the theorem

The integrand in (4) is $e^{\beta[V(y)-V(z)]}$, with $a<y<c$ and $z<y$. We look for its largest exponent.

If $z\le b$, then $V(z)\ge V(a)$ and $V(y)\le V(b)$, so the difference is at most $\Delta V$, reached at $y=b$, $z=a$. If $z>b$, then $b<z<y<c$, where $V$ falls, so the difference is negative. This holds even when the second well is much deeper than the first.

The maximum lies inside the integration region. The peak at $y=b$ fits within $a<y<c$ only if the potential drops by many $kT$ on both sides of the top, which is why the theorem also asks for $V(b)-V(c)\gg kT$. A high $\Delta V$ alone is not enough: for the capacitor model below, run from its deep well to its shallow well at 5.7 MV/cm and 300 K, $\Delta V=138\,kT$ but $V(b)-V(c)=0.06\,kT$, and (2) gives only 0.59 of the rate from (4). Near it the exponent is a function of $y$ plus a function of $z$, so the double integral becomes a product, up to exponentially smaller terms. Lemma 3 with $U=V$ at $a$, and with $U=-V$ at $b$, gives

$$\tau\simeq\frac{\zeta}{kT}\left[e^{\beta V(b)}\sqrt{\frac{2\pi kT}{|V''(b)|}}\right]\left[e^{-\beta V(a)}\sqrt{\frac{2\pi kT}{V''(a)}}\right]
=\frac{2\pi\zeta\,e^{\beta\Delta V}}{\sqrt{V''(a)|V''(b)|}}.$$

The two square roots supply one factor $kT$, which cancels the one in $D$. The inverse is (2). ∎

**What the factors mean.** A stiffer well confines the coordinate to a shorter interval, so a smaller population stands behind a given current. A more sharply curved barrier is a shorter stretch to diffuse across. Friction slows that crossing.

If $\zeta$ depends on $Q$, dividing by $D(y)=kT/\zeta(y)$ in Lemma 2 places $\zeta(y)$ inside the outer integral of (4). That integral is concentrated at $b$, so the damping in (2) becomes $\zeta(b)$ to leading order.

**Why one rate suffices.** Near the bottom of the well, relaxation takes a time of order $\zeta/V''(a)$. By (2), the escape probability during this time is about

$$k\,\frac{\zeta}{V''(a)}=\frac1{2\pi}\sqrt{\frac{|V''(b)|}{V''(a)}}\;e^{-\beta\Delta V}\ll1 .$$

The time $\zeta/|V''(b)|$ for motion near the barrier top is likewise exponentially short compared with $1/k$. The system forgets where it started long before it leaves, so its survival decays as $e^{-kt}$ after a brief transient.

**The barrier layer.** In the steady state, $P$ divided by the equilibrium density is proportional to $\int_Q^ce^{\beta V}dy$. With $V\simeq V(b)-\frac12|V''(b)|(Q-b)^2$, its value relative to the well is

$$\frac12\,\mathrm{erfc}\!\left(\frac{Q-b}{\sqrt2\,\ell}\right),\qquad \ell=\sqrt{\frac{kT}{|V''(b)|}} .$$

In this parabolic approximation it is one half at the top: a system there is as likely to return as to cross. Stopping the count at $b$ would halve the outer integral and double the apparent rate. For a quartic barrier of height $40\,kT$, direct integration gives 0.160 at one width $\ell$ beyond the top, against 0.159 from the error function.

## Finite barriers and two-way switching

For $V=V_0(x^2-1)^2$ with $x=Q/Q_0$, the correction in (5) is unchanged by the scale $Q_0$. At the initial well, $x=-1$, $U_2=8V_0$, $U_3=-24V_0$ and $U_4=24V_0$, giving

$$\frac{5\cdot576}{24\cdot512\,V_0}-\frac{24}{8\cdot64\,V_0}=\frac{3}{16V_0}.$$

At the barrier, with $U=-V$, $U_2=4V_0$, $U_3=0$ and $U_4=-24V_0$, giving another $3/(16V_0)$. Therefore

$$\tau=\tau_{\rm leading}\left[1+\frac{3kT}{8V_0}+\dots\right]. \tag{6}$$

Direct integration at $V_0=40\,kT$ gives a coefficient of 0.387; the excess over 0.375 contains the higher orders.

The curvatures can be tested apart from the height. The potential $400\,kT\,(x^2-1)^2(1+1.6x^2)$ has $V''(a)=20.8$ and $|V''(b)|=0.8$, in units of the barrier height, instead of 8 and 4. Formula (2) then gives 0.978 of the rate from (4). So flat a top makes the correction in (5) large: the same shape with a barrier of $40\,kT$ gives 0.881. Using the old curvatures would have raised the prediction by a factor $\sqrt{32/16.64}=1.39$.

With two wells, let $n_1,n_2$ be the populations and $k_+,k_-$ the forward and backward rates. From $\dot n_1=-k_+n_1+k_-n_2$ and $n_1+n_2=1$,

$$\dot n_1=-(k_++k_-)n_1+k_- .$$

The approach to equilibrium has rate $k_++k_-$, which is $2k$ for equal wells. For $V/kT=10(x^2-1)^2-1.5x$, the sum of the two rates, corrected by (5), is 1.007 times the slowest nonzero decay rate of (1).

## How large must the damping be?

**Proposition.** If the well stays thermally populated and the barrier is parabolic over the crossing region, then including inertia gives

$$k=\frac{\lambda}{\omega_b}\frac{\omega_0}{2\pi}e^{-\beta\Delta V},\qquad
\lambda=\sqrt{\frac{\gamma^2}{4}+\omega_b^2}-\frac\gamma2. \tag{7}$$

*Proof.* Let $v=\dot Q$ and $q=Q-b$. The deterministic part of the motion is $\dot q=v$, $\dot v=-V'/M-\gamma v$. Velocity diffusion must leave $e^{-\beta H}$, with $H=V+\frac12Mv^2$, stationary. The steady density then obeys

$$0=-v\,\partial_qP+\frac{V'}M\partial_vP+\gamma\,\partial_v\!\left(vP+\frac{kT}M\partial_vP\right).$$

Write $P=e^{-\beta H}h$. The first two terms acting on $e^{-\beta H}$ cancel, and the last bracket becomes $(kT/M)e^{-\beta H}\partial_vh$. With $V'=-M\omega_b^2q$,

$$-v\,\partial_qh-\omega_b^2q\,\partial_vh-\gamma v\,\partial_vh+\frac{\gamma kT}M\partial_v^2h=0 .$$

Try $h=h(u)$ with $u=v-sq$. The coefficient of $h'$ is $(s-\gamma)v-\omega_b^2q$, which equals $(s-\gamma)u$ if $s(s-\gamma)=\omega_b^2$. The positive root has $s-\gamma=\lambda>0$, and

$$h''=-\alpha u\,h',\qquad \alpha=\frac{\lambda M}{\gamma kT},\qquad h'=\sqrt{\frac{\alpha}{2\pi}}\,e^{-\alpha u^2/2}.$$

So $h\to1$ towards the initial well ($q\to-\infty$, $u\to+\infty$) and $h\to0$ beyond the barrier. At $q=0$, integration by parts gives the current

$$J=e^{-\beta V(b)}\int v\,h\,e^{-\beta Mv^2/2}dv
=e^{-\beta V(b)}\frac{kT}M\int h'e^{-\beta Mv^2/2}dv$$

$$\phantom{J}=e^{-\beta V(b)}\frac{kT}M\sqrt{\frac{\alpha}{\alpha+\beta M}}
=e^{-\beta V(b)}\frac{kT}M\frac{\lambda}{\omega_b}.$$

The last step uses $\alpha/(\alpha+\beta M)=\lambda/(\lambda+\gamma)=\lambda/s$ and $\lambda s=\omega_b^2$. The well population is the product of two Gaussian integrals, $N=2\pi kT\,e^{-\beta V(a)}/(M\omega_0)$. Then $J/N$ is (7). ∎

The ratio of (7) to (2) is

$$\frac{\lambda\gamma}{\omega_b^2}=\frac{2}{1+\sqrt{1+4\omega_b^2/\gamma^2}}\simeq1-\frac{\omega_b^2}{\gamma^2}\qquad(\gamma\gg\omega_b).$$

For a quartic barrier of $6\,kT$, phase-space calculations give ratios of 0.891 at $\gamma=2.5\,\omega_b$ and 0.968 at $5\,\omega_b$; the formula gives 0.877 and 0.963. Each calculated ratio is the slowest nonzero decay rate with inertia divided by that of (1).

When $\gamma\ll\omega_b$, $\lambda\to\omega_b$ and (7) tends to $(\omega_0/2\pi)e^{-\beta\Delta V}$, whereas (2) would grow without limit. At still weaker damping the surroundings cannot replace the energetic systems that escape. The thermal-well assumption, and with it (7), then fails.

## A hafnia-like capacitor region

Take

$$V(Q)=V_0\left[\left(\frac Q{Q_0}\right)^2-1\right]^2-qEQ .$$

Here $q$ is the region's effective charge, no longer a displacement. Each of eight cells contributes a barrier of 0.15 eV and a charge of $10\,e$, so $V_0=1.2$ eV and $q=80\,e$. The well displacement is $Q_0=0.40$ Å and the cell volume 133 ų. The moving mass is $M=512$ atomic mass units, from four oxygen atoms of 16 units in each cell. These are rough or chosen magnitudes.

Friction is taken from the Landau–Khalatnikov law $\rho\,\dot{\mathcal P}=E-\partial u/\partial\mathcal P$, where $\mathcal P=qQ/\Omega$ is the polarization, $\Omega$ the region's volume and $u$ its energy density. Multiplying by $q$ turns the last term into $-\partial(\Omega u)/\partial Q$, the force on $Q$ from the region's own energy, so

$$\zeta=\frac{\rho q^2}{\Omega}.$$

A chosen effective viscosity of 10 Ω cm gives $\zeta=9.64\times10^{-10}$ eV s/Å².

**Holding, no field.** The curvatures are $8V_0/Q_0^2=60$ and $4V_0/Q_0^2=30$ eV/Å². The prefactor is

$$\frac{\sqrt{60\times30}}{2\pi\times9.64\times10^{-10}}=7.0\times10^9\ \mathrm{s^{-1}}.$$

At 300 K, $kT=0.025852$ eV and $k=7.0\times10^9\,e^{-1.2/0.025852}=4.9\times10^{-11}\ \mathrm{s^{-1}}$, a mean time of about 650 years. At 358 K, with the same barrier and viscosity, it is about 130 days. Formula (2) exceeds the rate from (4) by 0.8% and 1.0%, as (6) predicts.

Curvatures and $\zeta$ all grow in proportion to the number of cells, so the zero-field prefactor does not depend on region size in this model. The size acts through the barrier.

**Writing at 3 MV/cm and 300 K.** Here $qEQ_0=0.96$ eV. The condition $V'=0$ reads $x^3-x=0.96/(4\times1.2)=0.20$. The initial well and barrier top lie at $-0.352$ and $-0.084$ Å, with curvatures 39.5 and 26.1 eV/Å². The barrier has fallen to 0.392 eV, and

$$k=\frac{\sqrt{39.5\times26.1}}{2\pi\times9.64\times10^{-10}}\,e^{-0.392/0.02585}\simeq1.4\times10^3\ \mathrm{s^{-1}},$$

or a mean time of 0.73 ms. The prefactor has dropped to $5.3\times10^9\ \mathrm{s^{-1}}$; the acceleration comes from the exponential. Formula (2) is 2.1% above the full passage-time rate.

The largest value of $x^3-x$ between the initial well and the top is $2/(3\sqrt3)=0.385$, so the barrier vanishes at 5.8 MV/cm. Formula (2) loses its justification before that field, once $\Delta V$ is comparable with $kT$. At the field itself it gives a zero rate, because both curvatures vanish, although no barrier is left to hold the region.

**Effects left out.** The damping ratio $\gamma/\omega_b=764$ makes the relative inertia correction $1.7\times10^{-6}$. The corresponding $\gamma=1.8\times10^{16}\ \mathrm{s^{-1}}$ should not be read as a phonon linewidth: the viscosity is a lumped device coefficient. If the true damping were below $\omega_b$ while the well stayed thermal, the rate could approach the inertial limit of (7), 764 times larger. The 300 K holding time would then be nearer one year than 650.

For quantum motion, take the standard transmission probability $1/(1+e^{-2\pi\epsilon/\omega_b})$ of a parabolic barrier, with $\epsilon$ measured from its top, and the quantum partition function of the well. For undamped motion at 300 K and zero field, they multiply the classical rate, which is the inertial limit of (7), by 1.05. This factor is not a correction to the strongly damped rate.

## Comparison with real devices

Films near 10 nm thick and write fields of a few MV/cm are typical of hafnia capacitors. The chosen 3 MV/cm is 0.75 of a rough breakdown field of 4 MV/cm. The model polarization, 48 μC/cm², is high compared with the roughly 20 μC/cm² common in polycrystalline films, and 0.73 ms is slow for a memory write. Real switching can proceed by nucleation and wall motion, with a spread of barriers, rather than by uniform motion of eight cells. The model also omits the bound charge on the faces of a reversed region. A 10 nm film is about 20 cells thick, so eight cells cannot span it. In a uniform medium of relative permittivity 30, reversing a $2\times2\times2$ cube costs roughly $(2\mathcal P)^2\Omega/(6\varepsilon_0\cdot30)=3.9$ eV, enough to remove the second well, and a $1\times1\times8$ needle along the polar axis costs about 0.7 eV. The symmetric 1.2 eV barrier therefore presumes that this charge is screened. The effect on the rate can be large: lowering the barrier by 0.1 eV at 300 K, with the prefactor fixed, multiplies it by 48.

Imperfect screening also matters. Let a short-circuited 10 nm film carry an effective nonpolar layer of 0.10 nm, with relative permittivities $\varepsilon_f=30$ and $\varepsilon_i=20$. Thinner than an atomic spacing, this layer stands for incomplete screening at the electrodes; the 27 MV/cm that the equations below assign to it is not a field in a real dielectric film. In SI units, zero total voltage and continuity of displacement require

$$E_fd_f+E_id_i=0,\qquad \varepsilon_0\varepsilon_fE_f+\mathcal P=\varepsilon_0\varepsilon_iE_i,$$

$$E_f=-\frac{\mathcal P\,d_i}{\varepsilon_0(\varepsilon_id_f+\varepsilon_fd_i)} .$$

The field opposes the polarization with magnitude 0.27 MV/cm. Held fixed at 358 K, it raises the escape rate 15-fold and cuts the model's 130 days to between eight and nine. Holding it fixed assumes that the rest of the film keeps its polarization; if the field instead followed the region's own $\mathcal P(Q)$ and vanished at $Q=0$, the factor would be about 4. These times illustrate the formula and are not lifetime predictions for a device. The values behind them are in the numerical output below.

## Values computed for the example and the checks

```
Boundary solve / passage integral: 0.9999987
Corrected rate sum / eigenvalue: 1.0068
Altered-curvature rate / full rate: 0.97822
Quartic finite-barrier coefficient: 0.38676
Density fraction one width past top: 0.16021
Damping/barrier frequency 2.5: inertia ratio 0.8905, formula 0.8770
Damping/barrier frequency 5.0: inertia ratio 0.9679, formula 0.9629
Cells moving together: 8
Barrier per cell: 0.15 eV
Well displacement Q0: 0.4 angstrom
Effective charge per cell: 10 e
Cell volume: 133 angstrom^3
Moving mass: 512 u
Effective viscosity: 10 ohm cm
Polarization: 48.186 uC/cm2
Friction zeta: 9.6372e-10 eV s/angstrom^2
Thermal energy at 300 K: 0.025852 eV
Well curvature, zero field: 60 eV/angstrom^2
Barrier curvature, zero field: 30 eV/angstrom^2
Well angular frequency: 3.3626e+13 1/s
Barrier angular frequency: 2.3777e+13 1/s
Damping rate gamma: 1.8161e+16 1/s
Damping / barrier frequency: 763.81
Hold 300 K barrier: 1.2 eV
Hold 300 K prefactor: 7.0066e+09 1/s
Hold 300 K Kramers rate: 4.8573e-11 1/s
Hold 300 K Kramers/full rate: 1.0083
Hold 358 K barrier: 1.2 eV
Hold 358 K prefactor: 7.0066e+09 1/s
Hold 358 K Kramers rate: 8.9618e-08 1/s
Hold 358 K Kramers/full rate: 1.01
Write 300 K barrier: 0.39222 eV
Write 300 K prefactor: 5.3002e+09 1/s
Write 300 K Kramers rate: 1365.2 1/s
Write 300 K Kramers/full rate: 1.021
Hold 300 K mean time: 652.38 years
Hold 358 K mean time: 129.15 days
Write field: 3 MV/cm
Write well position: -0.35155 angstrom
Write barrier position: -0.08366 angstrom
Write well curvature: 39.52 eV/angstrom^2
Write barrier curvature: 26.063 eV/angstrom^2
Write mean time: 732.48 microseconds
Barrier-vanishing field: 5.7735 MV/cm
Write / rough breakdown field: 0.75
Relative inertia correction: 1.7141e-06
Undamped quantum rate factor, 300 K: 1.0467
Rate factor for 0.1 eV lower barrier: 47.855
Film 10 nm, layer 0.1 nm; relative permittivities 30, 20
Depolarizing field: 0.26809 MV/cm
Depolarized/held rate at 358 K: 15.321
```
